# Spin-spin zero-field splitting in a plane-wave supercell by fast Fourier transforms: a numerical check

```python
# Spin-spin zero-field splitting by FFT.  H = S.D.S,  axial D = 1.5 D_nn.
# D_ab = C/(2S(2S-1)) * (4pi/V) sum_{G!=0} (Ga Gb/G^2 - delta/3) W(G),
# W = 0.5*(|m(G)|^2 - sum_ij chi_ij |rho_ij(G)|^2), C = mu0 (g muB)^2/(4 pi h),
# kernel T_ab = (r^2 delta - 3 ra rb)/r^5, chi = +1/-1 parallel/antiparallel.
# Triplet of two s Gaussians exp(-al|r -+ R/2|^2), overlap s:
# <T_nn> = -(2/R^3) P(5/2, al R^2)/(1-s^2),  D = 0.75 C <T_nn>.
# Cell error: image sum, spherical order; cubic: -12 A4 K4(n) R^2/((1-s^2) L^5),
# A_l = sum' P_l(cos)/|n|^(l+1).  Lengths in Angstrom (A), D in MHz.
import numpy as np
from itertools import permutations
from scipy import constants as sc
from scipy.special import gammainc, erf, eval_legendre, spherical_jn
from scipy.integrate import quad

rng = np.random.default_rng(1)
g_e = abs(sc.physical_constants['electron g factor'][0])
muB = sc.physical_constants['Bohr magneton'][0]
C = sc.mu_0 / (4 * np.pi) * (g_e * muB) ** 2 / sc.h * 1e24  # MHz A^3
I3 = np.eye(3)

# ---- explicit five-electron multiplet on five sites versus the pair formula
ns, ne = 5, 5
pos = rng.normal(size=(ns, 3)) * 2
Ts = np.zeros((3, 3, ns, ns))
for p in range(ns):
    for q in range(ns):
        if p != q:
            d = pos[p] - pos[q]; r = np.linalg.norm(d)
            Ts[:, :, p, q] = (r * r * I3 - 3 * np.outer(d, d)) / r ** 5
U = np.linalg.qr(rng.normal(size=(ns, ns)) + 1j * rng.normal(size=(ns, ns)))[0].T
sp = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])

def determinant(orbs, spins):
    base = np.ones(())
    for o, s in zip(orbs, spins):
        base = np.multiply.outer(base, np.kron(o, [1, 0] if s > 0 else [0, 1]))
    psi = np.zeros_like(base)
    for pm in permutations(range(ne)):
        psi += round(np.linalg.det(np.eye(ne)[list(pm)])) * base.transpose(pm)
    return psi / np.linalg.norm(psi)

def spin_op(m, psi):
    op = np.kron(np.eye(ns), m)
    return sum(np.moveaxis(np.tensordot(op, psi, axes=(1, k)), 0, k) for k in range(ne))

def site_pairs(orbs, spins, T, anti_exchange=True):
    tot = 0
    for i in range(len(orbs)):
        for j in range(i + 1, len(orbs)):
            chi = spins[i] * spins[j]
            n = orbs[j].conj() * orbs[i]
            J = np.einsum('...pq,p,q->...', T, abs(orbs[i]) ** 2, abs(orbs[j]) ** 2)
            K = np.einsum('...pq,p,q->...', T, n.conj(), n).real
            tot = tot + chi * (J - (K if (chi > 0 or anti_exchange) else 0))
    return tot

Wop = np.einsum('abpq,pr,qs,axy,bzw->pxqzrysw', Ts, np.eye(ns), np.eye(ns), sp, sp).reshape((2 * ns,) * 4)
def dipolar(psi):
    return sum(np.moveaxis(np.tensordot(Wop, psi, axes=([2, 3], [i, j])), [0, 1], [i, j])
               for i in range(ne) for j in range(i + 1, ne))

spins5, S = [1, 1, 1, 1, -1], 1.5
ro = [U[0], U[1], U[2], U[3], U[0]]
states = [determinant(ro, spins5)]
for k in range(3):
    v = spin_op(sp[0] - 1j * sp[1], states[-1]); states.append(v / np.linalg.norm(v))
def matrix(f):
    cols = [f(v) for v in states]
    return np.array([[np.vdot(u, c) for c in cols] for u in states])
Sm = [matrix(lambda v, a=a: spin_op(sp[a], v)) for a in range(3)]
Hm = matrix(dipolar)
def SDS(D): return sum(D[a, b] * Sm[a] @ Sm[b] for a in range(3) for b in range(3))
pref = 1 / (2 * S * (2 * S - 1))
dev_ok = abs(Hm - SDS(pref * site_pairs(ro, spins5, Ts))).max() / abs(Hm).max()
dev_bad = abs(Hm - SDS(pref * site_pairs(ro, spins5, Ts, False))).max() / abs(Hm).max()
assert dev_ok < 1e-11 and dev_bad > 1e-3
assert np.allclose(site_pairs(ro, spins5, Ts), site_pairs(ro[1:4], [1, 1, 1], Ts), atol=1e-12)
uo = ro[:4] + [np.cos(0.4) * U[0] + np.sin(0.4) * U[4]]
S2 = np.linalg.norm(spin_op(sp[0] + 1j * sp[1], determinant(uo, spins5))) ** 2 + S * (S + 1)
w_mono = float(site_pairs(uo, spins5, np.ones((ns, ns))))
assert abs(w_mono - (S * (2 * S - 1) - (S2 - S * (S + 1)))) < 1e-11
lam, vec = np.linalg.eigh(sum(s * np.outer(o, o.conj()) for o, s in zip(uo, spins5)))
assert np.allclose(site_pairs(uo, spins5, Ts),
                   0.5 * np.einsum('abpq,p,q->ab', Ts, abs(vec) ** 2 @ lam, abs(vec) ** 2 @ lam)
                   - 0.5 * sum(lam[k] * lam[l] * np.einsum('abpq,p,q->ab', Ts, vec[:, k].conj() * vec[:, l],
                               vec[:, k] * vec[:, l].conj()).real for k in range(ns) for l in range(ns)), atol=1e-12)
print(f"S=3/2 model: rel. dev. pair formula {dev_ok:.1e}; without antiparallel exchange {dev_bad:.3f}")
print(f"unrestricted model: <S^2> = {S2:.6f}, monopole weight w = {w_mono:.6f}")

# ---- FFT algorithm
def gvecs(cell, N):
    return np.meshgrid(*[2 * np.pi * np.fft.fftfreq(n, l / n) for l, n in zip(cell, N)], indexing='ij')
def contract(W, cell, Rc=None):
    G = gvecs(cell, W.shape); G2 = G[0] ** 2 + G[1] ** 2 + G[2] ** 2; G2[0, 0, 0] = 1.0
    W = W.copy(); W[0, 0, 0] = 0.0
    if Rc is not None:
        x = np.sqrt(G2) * Rc; W *= 1 - 3 * spherical_jn(1, x) / x
    Q = W / G2
    T = np.array([[np.sum(Q * G[a] * G[b]) for b in range(3)] for a in range(3)]) - I3 * W.sum() / 3
    return 4 * np.pi / np.prod(cell) * T
def fft_T(orbs, spins, cell, Rc=None):
    dV = np.prod(cell) / orbs[0].size
    W = 0.5 * abs(np.fft.fftn(sum(s * abs(o) ** 2 for o, s in zip(orbs, spins))) * dV) ** 2
    for i in range(len(orbs)):
        for j in range(i, len(orbs)):
            W -= (0.5 if i == j else 1) * spins[i] * spins[j] * abs(np.fft.fftn(orbs[i].conj() * orbs[j]) * dV) ** 2
    return contract(W, cell, Rc)
def normed(f, cell): return f / np.sqrt(np.sum(abs(f) ** 2) * np.prod(cell) / f.size)

# explicit double sum over r1, r2 with complex random orbitals
cell, N = (3.0, 4.0, 5.0), (5, 5, 7)
ng = int(np.prod(N)); dV = np.prod(cell) / ng
orb = [normed(rng.normal(size=N) + 1j * rng.normal(size=N), cell) for _ in range(3)]
sg = [1, 1, -1]
Gf = np.array([x.ravel() for x in gvecs(cell, N)])[:, 1:]
rf = np.array([x.ravel() for x in np.meshgrid(*[np.arange(n) * l / n for l, n in zip(cell, N)], indexing='ij')])
E = np.exp(1j * rf.T @ Gf)
P2 = sum(sg[i] * sg[j] * 0.5 * abs(np.outer(orb[i], orb[j]) - np.outer(orb[j], orb[i])) ** 2
         for i in range(3) for j in range(i + 1, 3))
Tb = np.array([[np.sum(P2 * ((E * (Gf[a] * Gf[b] / (Gf ** 2).sum(0) - I3[a, b] / 3)) @ E.conj().T).real)
                for b in range(3)] for a in range(3)]) * 4 * np.pi / np.prod(cell) * dV ** 2
assert np.allclose(Tb, fft_T(orb, sg, cell), atol=1e-12) and abs(Tb).max() > 1e-5

# ---- two Gaussians: closed form and quadrature
al, R, h = 1.0, 2.0, 0.3125
s2 = np.exp(-al * R * R); x = np.sqrt(al) * R; P52 = gammainc(2.5, x * x)
assert abs(P52 - (erf(x) - 2 / np.sqrt(np.pi) * (x + 2 * x ** 3 / 3) * np.exp(-x * x))) < 1e-13
T0 = -2 / R ** 3 * P52 / (1 - s2)
mu, wm = np.polynomial.legendre.leggauss(80)
def shell(r):
    f = (np.exp(-al / 2 * (r * r - 2 * r * R * mu + R * R)) - np.exp(-al / 2 * (r * r + 2 * r * R * mu + R * R))) ** 2
    return np.sum(wm * f * (1 - 3 * mu ** 2)) / r, np.sum(wm * f) * r * r
Tq = quad(lambda r: shell(r)[0], 0, 12, epsabs=1e-13)[0] / quad(lambda r: shell(r)[1], 0, 12, epsabs=1e-13)[0]
assert abs(Tq / T0 - 1) < 1e-9
for y in (0.7, 5.0, 23.0):
    assert abs(3 * quad(lambda t: spherical_jn(2, t) / t, 0, y, limit=200)[0] - (1 - 3 * spherical_jn(1, y) / y)) < 1e-9
D0 = 0.75 * C * T0
print(f"C = {C:.2f} MHz A^3; alpha = {al} A^-2; R = {R} A; grid step = {h} A")
print(f"overlap s = {np.sqrt(s2):.6f}; s^2 = {s2:.6f}; P(5/2,alpha R^2) = {P52:.6f}")
print(f"<T_nn> closed form = {T0:.9f} A^-3; quadrature = {Tq:.9f} A^-3")
print(f"isolated D = {D0:.3f} MHz = {D0 * 1e6 / (sc.c * 100):.5f} cm^-1; point dipoles D = {-1.5 * C / R ** 3:.3f} MHz")

def coords(cell):
    return np.meshgrid(*[(np.arange(round(l / h)) - round(l / h) // 2) * h for l in cell], indexing='ij')
def gu(cell, n):
    X = coords(cell)
    a, b = [np.exp(-al * sum((X[k] - t * R / 2 * n[k]) ** 2 for k in range(3))) for t in (1, -1)]
    return normed(a + b, cell), normed(a - b, cell)
def lattice(cell, nmax=22):
    k = np.arange(-nmax, nmax + 1)
    L = np.array([m.ravel() * l for m, l in zip(np.meshgrid(k, k, k, indexing='ij'), cell)])
    return L[:, (L ** 2).sum(0) > 0]
def A(l, cell):  # smooth spherical cutoff of the lattice sum
    L = lattice(cell); r = np.sqrt((L ** 2).sum(0))
    return np.sum(np.exp(-(r / (12 * cell[0])) ** 8) * eval_legendre(l, L[2] / r) / r ** (l + 1))
def images(cell, n):
    L = lattice(cell); w = np.exp(-(np.sqrt((L ** 2).sum(0)) / (12 * cell[0])) ** 8)
    def t(v):
        r2 = (v ** 2).sum(0)
        return gammainc(2.5, al * r2) * (r2 - 3 * (n @ v) ** 2) / r2 ** 2.5
    return np.sum(w * (t(L + R * n[:, None]) - s2 * t(L))) / (1 - s2)

one = (1.0, 1.0, 1.0); A2, A4, A6 = A(2, one), A(4, one), A(6, one)
assert abs(A2) < 1e-10
Lp = lattice(one, 36); rp2 = (Lp ** 2).sum(0)
Tpro = np.sum(np.exp(-((Lp[0] ** 2 + Lp[1] ** 2 + Lp[2] ** 2 / 4) / 100) ** 4) * (rp2 - 3 * Lp[2] ** 2) / rp2 ** 2.5)
Nz = (2 / np.sqrt(3) * np.log(2 + np.sqrt(3)) - 1) / 3
assert abs(Tpro - 4 * np.pi * (Nz - 1 / 3)) < 1e-6
dM = R * R / (1 - s2)
print(f"simple cubic A4 = {A4:.6f}, A6 = {A6:.6f}; Delta M = {dM:.6f} A^2")
print(f"prolate 2:1 ordering: N_z = {Nz:.6f}, V*sum T_zz = {Tpro:.6f}")

z, n111 = I3[2], np.ones(3) / np.sqrt(3)
f = 0.75 * C; err = {}
print("cubic [001]: L(A), D_FFT, error, image sum, L^-5 term, L^-5 + L^-7 (MHz), rel. error")
for L in (10.0, 15.0, 20.0, 30.0):
    c = (L,) * 3; T = fft_T(gu(c, z), [1, 1], c)
    e = T[2, 2] - T0; err[L] = e; im = images(c, z)
    l5 = -12 * A4 * dM / L ** 5; l7 = l5 - 30 * A6 * R ** 4 / (1 - s2) / L ** 7
    assert abs(e - im) < 2e-9 and abs(np.trace(T)) < 1e-12
    assert abs(e / l7 - 1) < 7 * (R / L) ** 4 + 2e-9 / abs(l7)  # next order is (R/L)^4
    print(f"  {L:.0f} {f * T[2, 2]:.3f} {f * e:.4f} {f * im:.4f} {f * l5:.4f} {f * l7:.4f} {e / T0:.2e}")
slope = np.log(err[20.0] / err[30.0]) / np.log(1.5)
assert abs(slope - 5) < 0.03
c = (30.0,) * 3; e111 = n111 @ fft_T(gu(c, n111), [1, 1], c) @ n111 - T0
assert abs(e111 - images(c, n111)) < 2e-9 and abs(e111 / (8 * A4 * dM / 30.0 ** 5) - 1) < 0.015
print(f"cubic exponent (20->30 A) = {slope:.3f}; L=30 A [111] error = {f * e111:.4f} MHz, ratio to [001] = {e111 / err[30.0]:.4f}")
print("tetragonal c/a=1.5: a(A), D_FFT, error, 1/V term, 1/V + a^-5 (MHz), rel. error")
for a in (10.0, 20.0):
    c = (a, a, 1.5 * a); T = fft_T(gu(c, z), [1, 1], c); e = T[2, 2] - T0
    m0 = -2 * A(2, c); m1 = m0 - 12 * dM * A(4, c)
    assert abs(e - images(c, z)) < 2e-9 and abs(e / m1 - 1) < 50 * (R / a) ** 4
    print(f"  {a:.0f} {f * T[2, 2]:.3f} {f * e:.3f} {f * m0:.3f} {f * m1:.3f} {e / T0:.2e}")
print(f"tetragonal shape constant V*sum T_zz = {m0 * np.prod(c):.5f}")

for L in (10.0, 15.0):
    c = (L,) * 3; Tc = fft_T(gu(c, z), [1, 1], c, L / 2)[2, 2]
    assert abs(Tc - T0) < (2e-9 if L > 12 else 0.05 * abs(err[L]))
    print(f"truncated kernel, L = {L:.0f} A, Rc = {L / 2} A: D = {f * Tc:.4f} MHz, rel. error {Tc / T0 - 1:.1e}")
c = (15.0,) * 3; og, ou = gu(c, z); F = lambda y: np.fft.fftn(y) * h ** 3
JK = []
for name, (u, v) in (("sigma_g,sigma_u", (og, ou)), ("localized", ((og + ou) / 2 ** .5, (og - ou) / 2 ** .5))):
    J = contract((F(u * u).conj() * F(v * v)).real, c, 7.5)[2, 2]; K = contract(abs(F(u * v)) ** 2, c, 7.5)[2, 2]
    JK.append((J, K)); assert abs(J - K - T0) < 2e-9
    print(f"{name}: direct {f * J:.3f} MHz, exchange {f * K:.3f} MHz, difference {f * (J - K):.3f} MHz")
assert abs(JK[0][1] - JK[1][1]) > 1e-2
X = coords(c); gs = np.exp(-al * (X[0] ** 2 + X[1] ** 2 + X[2] ** 2)); px = normed(X[0] * gs, c)
assert abs(fft_T([og, ou, px, px], [1, 1, 1, -1], c, 7.5)[2, 2] - T0) < 2e-9
Tsp = fft_T([normed(gs, c), normed(X[2] * gs, c)], [1, 1], c, 7.5)[2, 2]
assert abs(Tsp + 16 * al ** 1.5 / (15 * np.sqrt(np.pi))) < 5e-9
print(f"one-centre s,pz: <T_zz> = {Tsp:.8f} A^-3, D = {f * Tsp:.2f} MHz")

# aliasing for orbitals cut at Gc
Gc, c, res = 5.0, (10.0,) * 3, {}
for n in (16, 30, 40):
    G = gvecs(c, (n,) * 3); G2 = G[0] ** 2 + G[1] ** 2 + G[2] ** 2
    env = np.exp(-G2 / (4 * al)) * (G2 <= Gc ** 2)
    o = [normed(np.fft.ifftn(env * t(G[2] * R / 2)), c) for t in (np.cos, np.sin)]
    res[n] = f * fft_T(o, [1, 1], c)[2, 2]
assert abs(res[30] / res[40] - 1) < 1e-11 and abs(res[16] / res[40] - 1) > 1e-6
print(f"orbital cutoff {Gc} A^-1, L = 10 A, n_max = {int(Gc * c[0] / (2 * np.pi))}")
print(f"  D on 16^3, 30^3, 40^3 grids = {res[16]:.4f}, {res[30]:.4f}, {res[40]:.4f} MHz")

No, Ng = 1000, 128 ** 3; nf = No * (No + 1) // 2 + 1
print(f"cost model: N = {No}, Ng = {Ng}, FFTs = {nf}, flops at 5 Ng log2 Ng each = {nf * 5 * Ng * np.log2(Ng):.2e}")
print(f"  real space: pairwise {No * (No - 1) / 2 * float(Ng) ** 2:.2e}, density matrix {No * float(Ng) ** 2:.2e} multiply-adds")
print(f"  orbital storage (complex128 on grid) = {16 * No * Ng / 1e9:.1f} GB")
print("success")
```

Running it gives:

```
S=3/2 model: rel. dev. pair formula 1.3e-14; without antiparallel exchange 0.039
unrestricted model: <S^2> = 3.901647, monopole weight w = 2.848353
C = 52041.02 MHz A^3; alpha = 1.0 A^-2; R = 2.0 A; grid step = 0.3125 A
overlap s = 0.135335; s^2 = 0.018316; P(5/2,alpha R^2) = 0.843764
<T_nn> closed form = -0.214876697 A^-3; quadrature = -0.214876697 A^-3
isolated D = -8386.801 MHz = -0.27975 cm^-1; point dipoles D = -9757.690 MHz
simple cubic A4 = 3.108227, A6 = 0.573329; Delta M = 4.074629 A^2
prolate 2:1 ordering: N_z = 0.173564, V*sum T_zz = -2.007721
cubic [001]: L(A), D_FFT, error, image sum, L^-5 term, L^-5 + L^-7 (MHz), rel. error
  10 -8447.689 -60.8878 -60.8878 -59.3184 -60.4125 7.26e-03
  15 -8394.689 -7.8877 -7.8877 -7.8115 -7.8755 9.40e-04
  20 -8388.664 -1.8632 -1.8632 -1.8537 -1.8622 2.22e-04
  30 -8387.046 -0.2446 -0.2446 -0.2441 -0.2446 2.92e-05
cubic exponent (20->30 A) = 5.007; L=30 A [111] error = 0.1618 MHz, ratio to [001] = -0.6616
tetragonal c/a=1.5: a(A), D_FFT, error, 1/V term, 1/V + a^-5 (MHz), rel. error
  10 -8288.141 98.660 133.577 96.301 -1.18e-02
  20 -8371.250 15.552 16.697 15.532 -1.85e-03
tetragonal shape constant V*sum T_zz = 5.13352
truncated kernel, L = 10 A, Rc = 5.0 A: D = -8386.7914 MHz, rel. error -1.2e-06
truncated kernel, L = 15 A, Rc = 7.5 A: D = -8386.8012 MHz, rel. error 1.3e-12
sigma_g,sigma_u: direct -4193.401 MHz, exchange 4193.401 MHz, difference -8386.801 MHz
localized: direct -8017.424 MHz, exchange 369.378 MHz, difference -8386.801 MHz
one-centre s,pz: <T_zz> = -0.60180222 A^-3, D = -23488.80 MHz
orbital cutoff 5.0 A^-1, L = 10 A, n_max = 7
  D on 16^3, 30^3, 40^3 grids = -8455.2238, -8448.1950, -8448.1950 MHz
cost model: N = 1000, Ng = 2097152, FFTs = 500501, flops at 5 Ng log2 Ng each = 1.10e+14
  real space: pairwise 2.20e+18, density matrix 4.40e+15 multiply-adds
  orbital storage (complex128 on grid) = 33.6 GB
success
```
